# Orbital diamagnetism and nuclear shielding of the hydrogenic 1s state, part 1

(Sections cited here and not found follow in the second part.)

## Problem

One electron is bound to a fixed point nucleus of charge $Ze$ at the origin. The nucleus has infinite mass and relativity is neglected. A uniform static field $\mathbf B$ is applied. In SI units a particle of charge $q$ and mass $m_e$ in potentials $\mathbf A$ and $\phi$ has the Hamiltonian $(\mathbf p-q\mathbf A)^2/2m_e+q\phi$, and the electron has $q=-e$. The electron spin adds the Zeeman term $g_e\mu_B\,\mathbf B\cdot\mathbf S/\hbar$, with $\mu_B=e\hbar/2m_e$ and $g_e$ close to 2.

(a) Write the Hamiltonian in atomic units in the symmetric gauge $\mathbf A_B=\tfrac12\mathbf B\times\mathbf r$, sorted by powers of $B$, and find the parameter that decides whether the field is weak.

(b) Find the orbital energy shift of the 1s state to the lowest non-vanishing order in $B$.

(c) Find the orbital magnetic moment induced by the field, once from the energy and once from the current, and the susceptibility of a dilute gas of $n$ such atoms per unit volume.

(d) The nucleus carries a point magnetic moment $\boldsymbol\mu$, with vector potential $\mathbf A_\mu=(\mu_0/4\pi)\,\boldsymbol\mu\times\mathbf r/r^3$ and energy $-\boldsymbol\mu\cdot\mathbf B$ in the applied field. Find the orbital shielding constant $\sigma$, defined by writing the part of the energy bilinear in $\boldsymbol\mu$ and $\mathbf B$ as $-(1-\sigma)\,\boldsymbol\mu\cdot\mathbf B$. Obtain it once from the energy and once from the Biot–Savart law.

(e) Evaluate the results for H and He$^+$ at $B=10$ T.

## Hints

(a) The operators $\mathbf p$ and $\mathbf A$ need not commute. Apply $\mathbf p\cdot\mathbf A$ to a function and see which property of $\mathbf A$ removes the extra term. For the weak-field parameter, rescale $\mathbf r$ so that $Z$ disappears from the Coulomb problem.

(b) Two contributions are of order $B^2$: the quadratic term in first order and the linear term in second order. Apply $\mathbf L$ to a function of $r$ alone before attempting any sum over states. Average $x^2+y^2$ by symmetry.

(c) The moment is minus the field derivative of the energy. The velocity operator is $\mathbf p+\mathbf A$ and not $\mathbf p$, so a real wavefunction carries a current. The value of $\mu_0$ in atomic units follows from $\mu_0\varepsilon_0c^2=1$.

(d) Replace $\mathbf A_B$ by $\mathbf A_B+\mathbf A_\mu$ and list every term by its powers of $B$ and $\mu$. A bilinear energy can come from a bilinear operator in first order, or from two linear operators in second order.

(e) Divide the field by its atomic unit first; energies then come out in hartree.

## Solution

### (a) Hamiltonian

Atomic units set $\hbar=m_e=e=4\pi\varepsilon_0=1$. Lengths are in $a_0=4\pi\varepsilon_0\hbar^2/m_ee^2$, momenta in $\hbar/a_0$, energies in $E_h=\hbar^2/m_ea_0^2$. The combination $e\mathbf A_B=\tfrac12 e\mathbf B\times\mathbf r$ is a momentum. Dividing it by $\hbar/a_0$ gives $\tfrac12(ea_0^2\mathbf B/\hbar)\times(\mathbf r/a_0)$, so the unit of field is $B_0=\hbar/ea_0^2$. In these units $\mu_B=\tfrac12$, and with $q=-1$

$$H=\tfrac12(\mathbf p+\mathbf A_B)^2-\frac Zr+\frac{g_e}{2}\,\mathbf B\cdot\mathbf S .$$

Take $\mathbf B=B\hat{\mathbf z}$. Since $\hat{\mathbf z}\times\mathbf r=(-y,x,0)$, the potential is $\mathbf A_B=\tfrac B2(-y,\,x,\,0)$. The $z$ component of its curl is $\partial_xA_y-\partial_yA_x=\tfrac B2+\tfrac B2=B$. The other two components vanish because $A_z=0$ and nothing depends on $z$. So $\mathbf A_B$ describes the intended field. Its divergence is $\partial_x(-By/2)+\partial_y(Bx/2)=0$.

The square is $\mathbf p^2+\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p+\mathbf A^2$. With $\mathbf p=-i\nabla$, the product rule gives, for any function $\psi$,

$$\mathbf p\cdot(\mathbf A\psi)=-i(\nabla\cdot\mathbf A)\psi-i\mathbf A\cdot\nabla\psi .$$

The first term is zero for a divergence-free $\mathbf A$, so $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$ and

$$\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12\mathbf p^2+\mathbf A\cdot\mathbf p+\tfrac12\mathbf A^2 .$$

The linear term is $\mathbf A_B\cdot\mathbf p=\tfrac B2(xp_y-yp_x)=\tfrac B2L_z$; for a general direction it is $\tfrac12\mathbf B\cdot\mathbf L$, because $(\mathbf B\times\mathbf r)\cdot\mathbf p=\mathbf B\cdot(\mathbf r\times\mathbf p)$ by cyclic permutation of the triple product. The quadratic term is $\tfrac12\cdot\tfrac{B^2}{4}(x^2+y^2)$. Therefore

$$H=\underbrace{\tfrac12\mathbf p^2-\frac Zr}_{H_0}+\frac B2L_z+\frac{B^2}{8}(x^2+y^2)+\frac{g_e}{2}BS_z .$$

The term $\tfrac B2L_z$ is the orbital Zeeman or paramagnetic term. The term in $B^2$ is the diamagnetic term; it is never negative and acts as a harmonic well that confines the electron towards the field axis.

No other term contains the spin, so $S_z$ commutes with $H$ and the spin term adds the constant $\pm g_eB/4$ to every orbital level. It is set aside from here on, and "orbital" means that it is excluded. It is not small: it is linear in $B$, and part (e) compares it with the diamagnetic shift.

Put $\mathbf r=\mathbf r'/Z$, so that $\mathbf p=Z\mathbf p'$ and $L_z$ is unchanged. Then

$$H_{\rm orb}=Z^2\left[\tfrac12\mathbf p'^2-\frac1{r'}+\frac{B'}{2}L_z+\frac{B'^2}{8}(x'^2+y'^2)\right],\qquad B'=\frac{B}{Z^2},$$

since $\tfrac{B^2}{8Z^2}=Z^2\tfrac{B'^2}{8}$ and $\tfrac B2=Z^2\tfrac{B'}2$. The bracket is the hydrogen problem in the field $B'$. For the ground state the field is weak when $B\ll Z^2$, which for hydrogen means $B\ll B_0$.

### (b) Diamagnetic shift of 1s

The 1s function is $\psi_0=(Z^3/\pi)^{1/2}e^{-Zr}$. From $\nabla^2h(r)=h''+2h'/r$ one finds $\nabla^2e^{-Zr}=(Z^2-2Z/r)e^{-Zr}$, hence $H_0\psi_0=-\tfrac12Z^2\psi_0$ and $E_0=-Z^2/2$. The level is orbitally non-degenerate, so non-degenerate perturbation theory applies.

For a function of $r$ alone, $\nabla\psi_0=\psi_0'(r)\,\mathbf r/r$, and so

$$\mathbf L\psi_0=-i\,\mathbf r\times\nabla\psi_0=-i\,\frac{\psi_0'}{r}\,\mathbf r\times\mathbf r=0 .$$

The first-order energy $\tfrac B2\langle0|L_z|0\rangle$ vanishes. The second-order energy $\sum_{n\ne0}|\langle n|\tfrac B2L_z|0\rangle|^2/(E_0-E_n)$ vanishes term by term, because every numerator contains $L_z|0\rangle$. A stronger statement holds. In spherical coordinates $L_z=-i\partial_\varphi$, and neither $r$, nor $x^2+y^2=r^2\sin^2\theta$, nor $\mathbf p^2$ depends on $\varphi$, so $L_z$ commutes with $H$. The state that grows out of 1s keeps $m=0$ at any field strength, and the paramagnetic term is zero on it to all orders. This is a property of the state: on the 2p function $(x+iy)e^{-Zr/2}\propto e^{i\varphi}$ the operator $L_z$ gives $+1$, and the shift is linear in $B$.

What remains is the diamagnetic term in first order. The radial moments follow from $\int_0^\infty r^ke^{-ar}dr=k!/a^{k+1}$:

$$\langle r^n\rangle=4\pi\frac{Z^3}{\pi}\int_0^\infty r^{n+2}e^{-2Zr}dr=4Z^3\frac{(n+2)!}{(2Z)^{n+3}}=\frac{(n+2)!}{2\,(2Z)^n}.$$

The case $n=0$ gives 1, so $\psi_0$ is normalized. The case $n=2$ gives $24/(8Z^2)=3/Z^2$, and $n=-1$ gives $1\cdot 2Z/2=Z$.

An angular identity is needed several times. For a spherical density and any function $h(r)$,

$$\langle x_ax_b\,h(r)\rangle=\tfrac13\delta_{ab}\langle r^2h(r)\rangle .\tag{1}$$

For $a\neq b$ the reflection $x_a\to-x_a$ changes the sign of the integrand and leaves the density alone, so the average is zero. The three diagonal averages are equal because the axes can be relabelled, and they add up to $\langle r^2h\rangle$. With $h=1$, $\langle x^2+y^2\rangle=\tfrac23\langle r^2\rangle=2/Z^2$, and

$$\Delta E=\frac{B^2}{8}\cdot\frac23\langle r^2\rangle=\frac{B^2\langle r^2\rangle}{12}=\frac{B^2}{4Z^2}.$$

For hydrogen the shift is $B^2/4$ hartree. This is the leading term of an expansion in $(B/Z^2)^2$; the next term is found in Variation 2. The shift is positive, so the orbital energy is lowest where the field is weakest, which is the meaning of diamagnetism. It measures the area of the orbit seen along the field, and falls as $Z^{-2}$ because that area does.

### (c) Induced moment and Langevin susceptibility

From the energy, the moment along the field is

$$m=-\frac{d\,\Delta E}{dB}=\xi B,\qquad \xi=-\frac{\langle r^2\rangle}{6}=-\frac1{2Z^2},$$

where $\xi$ is the magnetizability. The SI form comes from the SI diamagnetic term $e^2A_B^2/2m_e=e^2B^2(x^2+y^2)/8m_e$, which gives $\xi=-e^2\langle r^2\rangle/6m_e$.

The second route needs the current. Let $\boldsymbol\pi=\mathbf p+\mathbf A$ and $\rho=|\psi|^2$. From $i\partial_t\psi=H\psi$ with a real potential, $\partial_t\rho=2\,\mathrm{Re}(-i\psi^*H\psi)=2\,\mathrm{Im}(\psi^*H\psi)=\mathrm{Im}(\psi^*\boldsymbol\pi^2\psi)$. Acting on a function, $\nabla=i\mathbf p=i(\boldsymbol\pi-\mathbf A)$, and complex conjugation gives $\nabla\psi^*=-i[(\boldsymbol\pi\psi)^*-\mathbf A\psi^*]$. Then

$$\nabla\cdot(\psi^*\boldsymbol\pi\psi)=-i|\boldsymbol\pi\psi|^2+i\psi^*\mathbf A\cdot\boldsymbol\pi\psi+i\psi^*\boldsymbol\pi^2\psi-i\psi^*\mathbf A\cdot\boldsymbol\pi\psi .$$

The two terms with $\mathbf A$ cancel. The real part of the rest is $-\mathrm{Im}(\psi^*\boldsymbol\pi^2\psi)$, so $\partial_t\rho+\nabla\cdot\mathrm{Re}(\psi^*\boldsymbol\pi\psi)=0$. The probability current is $\mathrm{Re}(\psi^*\boldsymbol\pi\psi)$, and the orbital charge current of a particle of charge $-1$ is

$$\mathbf j=-\mathrm{Re}\,[\psi^*(\mathbf p+\mathbf A_B)\psi].$$

To first order in $B$ the wavefunction is still $\psi_0$, since the first-order correction is built from $L_z\psi_0=0$. For real $\psi_0$ the product $\psi_0\mathbf p\psi_0=-i\psi_0\nabla\psi_0$ is imaginary and drops out. Hence

$$\mathbf j=-\rho\,\mathbf A_B=-\tfrac12\rho\,\mathbf B\times\mathbf r .\tag{2}$$

This is a charge density $-\rho$ moving with velocity $\boldsymbol\omega\times\mathbf r$, $\boldsymbol\omega=\mathbf B/2$: the whole cloud turns rigidly about the field at the Larmor frequency. The electron turns in the positive sense about $\mathbf B$, and the charge current, because of the negative charge, runs in the opposite sense.

The moment of a current distribution is $\mathbf m=\tfrac12\int\mathbf r\times\mathbf j\,d^3r$. The identity $\mathbf a\times(\mathbf b\times\mathbf c)=\mathbf b(\mathbf a\cdot\mathbf c)-\mathbf c(\mathbf a\cdot\mathbf b)$ gives

$$\mathbf r\times(\mathbf B\times\mathbf r)=\mathbf B\,r^2-\mathbf r\,(\mathbf r\cdot\mathbf B).\tag{3}$$

By (1) with $h=1$, component $a$ of the average of the last term is $\sum_b\langle x_ax_b\rangle B_b=\tfrac13\langle r^2\rangle B_a$. So

$$\mathbf m=-\tfrac14\left(1-\tfrac13\right)\langle r^2\rangle\mathbf B=-\tfrac16\langle r^2\rangle\,\mathbf B ,$$

the same as from the energy, and antiparallel to $\mathbf B$ for any direction of the field.

In a gas dilute enough that the atoms are independent and each feels the macroscopic field, the magnetization is $M=n\xi B$. The SI susceptibility is defined by $M=\chi H_m$, where $H_m$ is the magnetic field intensity and $B=\mu_0(H_m+M)$. Eliminating $H_m$ gives $M=\chi B/[\mu_0(1+\chi)]$, so $\chi/(1+\chi)=\mu_0n\xi$, and for $|\chi|\ll1$

$$\chi=\mu_0n\xi=-\frac{\mu_0ne^2\langle r^2\rangle}{6m_e}.$$

This is the Langevin diamagnetic susceptibility. In atomic units the definition $\alpha=e^2/4\pi\varepsilon_0\hbar c$ reads $c=1/\alpha$, and $\varepsilon_0=1/4\pi$, so $\mu_0=1/\varepsilon_0c^2=4\pi\alpha^2$. The SI counterpart is

$$\alpha^2a_0=\frac{e^4}{(4\pi\varepsilon_0)^2\hbar^2c^2}\cdot\frac{4\pi\varepsilon_0\hbar^2}{m_ee^2}=\frac{e^2}{4\pi\varepsilon_0m_ec^2}=\frac{\mu_0e^2}{4\pi m_e}.\tag{4}$$

Inserting $\mu_0e^2/m_e=4\pi\alpha^2a_0$ and $\langle r^2\rangle=3a_0^2/Z^2$,

$$\frac{\chi}{n}=-\frac{4\pi\alpha^2a_0\langle r^2\rangle}{6}=-\frac{2\pi\alpha^2a_0^3}{Z^2}.$$

The susceptibility per atom is a volume: an atomic volume reduced by $\alpha^2$. It does not depend on temperature as long as every atom is in the 1s state. This needs $k_BT$ far below the first orbital excitation energy and, in a dilute gas, low enough that thermal ionization is negligible, which is the stricter condition: by the Saha equation hydrogen at $10^{21}$ m$^{-3}$ is about 80% ionized at $k_BT=1$ eV, a tenth of the excitation energy.

This is only the orbital part. A gas of one-electron atoms also has free spins. With $g_e=2$ the levels are $\pm B/2$, each with moment $\mp\tfrac12$, and the Boltzmann average of the moment is $\tfrac12\tanh(B/2k_BT)\approx B/4k_BT$ for $B\ll k_BT$. The ratio of this Curie term to $|\xi|B$ is $Z^2/2k_BT$ with $k_BT$ in hartree, that is, the binding energy over $k_BT$. This form neglects the hyperfine coupling of part (d), and for hydrogen it needs $T$ well above the hyperfine splitting, about 0.07 K; at lower $T$ the weak-field spin moment falls below the Curie value but stays far larger than $|\xi|B$. The ratio is large wherever the atom stays in its ground state. Atomic hydrogen is therefore paramagnetic overall in weak fields. The Langevin term stands alone in a spherical atom with paired spins, for which the same steps give $\xi=-\tfrac16\sum_i\langle r_i^2\rangle$, since the total $\mathbf L$ annihilates the state and the diamagnetic term is a sum over electrons.

This part has established the Hamiltonian, the leading diamagnetic shift of the 1s level, and the induced moment and Langevin susceptibility, with the moment found from both the energy and the current. What remains is the nuclear shielding constant, the numbers for H and He$^+$ at 10 T, and two variations: a shifted gauge origin and the next order in the field.
